# Heavy-light hole splitting in (001) and (111) silicon wells

## Problem

Holes in a silicon film of thickness $L$ are confined by flat, impenetrable walls at $z=0$ and $z=L$, where $z$ runs along the film normal $\mathbf n$. There is no strain and no electric field, and the in-plane wave vector is zero. Hole energy is counted upward from the band edge. In the four-band model the holes obey the Luttinger Hamiltonian

$$
H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],
$$

where $i,j$ run over the cubic axes, $J_i$ are the spin-3/2 matrices (in units of $\hbar$) and $\{a,b\}=(ab+ba)/2$. A state is called heavy if $(\mathbf J\cdot\mathbf n)^2=9/4$ and light if $(\mathbf J\cdot\mathbf n)^2=1/4$; the names refer to motion along $\mathbf n$. Let $S$ be the energy of the first light level minus that of the first heavy level.

Take the rough, commonly used silicon parameters $\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$.

(a) Reduce $H$ to a scalar problem for each kind of hole, for $\mathbf n$ along [001] and along [111].

(b) Show that at equal width $S$ is larger in the (111) well by the factor $\gamma_3/\gamma_2$, about 4.3.

(c) Evaluate the levels for $L=15$ nm. Is $S$ the gap between the two lowest levels?

(d) The split-off band lies only about $\Delta=44$ meV from the band edge. Include it, and find what becomes of $S$ and of the ratio in wide and in narrow wells.

(e) Judge the result for a real silicon film between oxide layers.

## Solution

### (a) Motion along the normal

With zero in-plane wave vector, $\mathbf k=k_z\mathbf n$. Every term of $H$ is quadratic in $\mathbf k$, so $H$ becomes $k_z^2$ times a constant matrix. Terms linear in $k_z$ would carry a factor of the in-plane wave vector, and they vanish.

**Normal [001].** Only one cubic component of $\mathbf k$ is nonzero, so the $\gamma_3$ term drops out:

$$
H=\frac{\hbar^2k_z^2}{2m_0}\Big[\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\Big].
$$

For $J_z^2=9/4$ the bracket is $\gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2$. For $J_z^2=1/4$ it is $\gamma_1+\tfrac52\gamma_2-\tfrac12\gamma_2=\gamma_1+2\gamma_2$.

**Normal [111].** Now each cubic component is $k_z/\sqrt3$, so $k_i^2=k_ik_j=k_z^2/3$. Since $J_x^2+J_y^2+J_z^2=\tfrac32\cdot\tfrac52=\tfrac{15}4$, the second term of $H$ contributes

$$
-2\gamma_2\cdot\tfrac13\cdot\tfrac{15}4=-\tfrac52\gamma_2 ,
$$

which cancels the $+\tfrac52\gamma_2$ of the first term. For the third term, expand the square of $\mathbf J\cdot\mathbf n=(J_x+J_y+J_z)/\sqrt3$, keeping the order of the factors:

$$
(\mathbf J\cdot\mathbf n)^2=\tfrac13\Big[\tfrac{15}4+2\sum_{i<j}\{J_i,J_j\}\Big]
\;\Rightarrow\;
\sum_{i<j}\{J_i,J_j\}=\tfrac32\Big[(\mathbf J\cdot\mathbf n)^2-\tfrac54\Big].
$$

Multiplication by $-4\gamma_3/3$ gives

$$
H=\frac{\hbar^2k_z^2}{2m_0}\Big[\gamma_1-2\gamma_3\Big((\mathbf J\cdot\mathbf n)^2-\tfrac54\Big)\Big].
$$

The round bracket is $+1$ for heavy and $-1$ for light states. Both orientations therefore have the same form,

$$
H=c\,\frac{\hbar^2k_z^2}{2m_0},\qquad c_{\rm heavy}=\gamma_1-2\gamma,\qquad c_{\rm light}=\gamma_1+2\gamma,
$$

with $\gamma=\gamma_2$ for (001) and $\gamma=\gamma_3$ for (111). The number $1/c$ is the mass along the normal in units of $m_0$.

### (b) The splitting

In the well $k_z\to-i\,d/dz$. The matrix is diagonal in $\mathbf J\cdot\mathbf n$, and the walls require every component to vanish, so they do not mix the components. Each component $f$ obeys

$$
-c\,\frac{\hbar^2}{2m_0}f''=Ef,\qquad f(0)=f(L)=0 .
$$

Both values of $c$ are positive for the given parameters. The solutions are $f_j=\sin(j\pi z/L)$ with $j=1,2,\dots$, and

$$
E_j=c\,U j^2,\qquad U=\frac{\hbar^2\pi^2}{2m_0L^2}.
$$

The difference of the two $j=1$ levels is

$$
S=(\gamma_1+2\gamma)U-(\gamma_1-2\gamma)U=4\gamma U .
$$

The parameter $\gamma_1$, common to both kinds of hole, has cancelled. At equal $L$ the unit $U$ is the same for both wells, so

$$
\frac{S_{111}}{S_{001}}=\frac{4\gamma_3U}{4\gamma_2U}=\frac{\gamma_3}{\gamma_2}=\frac{1.446}{0.339}=4.27 ,
$$

which is the stated result. Within this model the ratio does not depend on the width. If $\gamma_2$ and $\gamma_3$ were equal, the two splittings would be equal too, so the factor measures the anisotropy of the valence band.

The number inherits the uncertainty of the small parameter $\gamma_2$. With $\gamma_3$ held fixed, lowering $\gamma_2$ by 0.05 gives 5.0, and raising it by 0.05 gives 3.7. "About 4.3" deserves no more digits than that.

### (c) Levels of a 15 nm well

With $\hbar^2/2m_0=38.10$ meV nm²,

$$
U=\frac{38.10\,\pi^2}{15^2}\ \text{meV}=1.671\ \text{meV}.
$$

For (001) the coefficients are $c=3.607$ (heavy) and $4.963$ (light). The first levels lie at 6.03 and 8.29 meV, so $S_{001}=4(0.339)(1.671)=2.27$ meV. The second heavy level, four times as high as the first, is at 24.1 meV.

For (111) the coefficients are $1.393$ and $7.177$. The first levels lie at 2.33 and 11.99 meV, so $S_{111}=4(1.446)(1.671)=9.67$ meV. Relative to the (001) well, the heavy level has moved down and the light level up, each by $2(\gamma_3-\gamma_2)U=3.70$ meV.

As a test of the reduction in (a) and (b), the four coupled equations were also diagonalized on a grid of 149 interior points, starting from the spin matrices. This gives splittings of 2.266 and 9.666 meV, in agreement with $4\gamma U$.

The second heavy level of the (111) well is at $4\times2.328=9.31$ meV, below the first light level. In general this order occurs when

$$
4(\gamma_1-2\gamma)<\gamma_1+2\gamma\quad\Longleftrightarrow\quad 3\gamma_1<10\gamma .
$$

Here $3\gamma_1=12.86$, $10\gamma_3=14.46$ and $10\gamma_2=3.39$, so the condition holds for (111) and fails for (001). In the (111) well the first light level is thus the third level, and $S$ is not the lowest gap. That gap lies between two heavy levels and equals $3(\gamma_1-2\gamma_3)U=6.98$ meV. The ratio of the lowest gaps in the two wells is 3.08, not 4.27. The factor $\gamma_3/\gamma_2$ belongs to the heavy-light difference $S$.

### (d) The split-off band

The four-band model requires energies small compared with $\Delta$, and 9.67 meV is not very small compared with 44 meV. To include the split-off states, describe the valence band by three p-like orbitals with spin. In units of $\hbar^2/2m_0$, the orbital part of the hole Hamiltonian has diagonal elements $(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2)$ and off-diagonal elements $6\gamma_3k_ik_j$. The spin-orbit term raises the $j=1/2$ states by $\Delta$.

For $\mathbf k$ along [001], the orbital pointing along $\mathbf n$ has coefficient $\gamma_1+4\gamma_2$ and the two perpendicular ones have $\gamma_1-2\gamma_2$. For $\mathbf k$ along [111], every diagonal element is

$$
\tfrac13\big[(\gamma_1+4\gamma_2)+2(\gamma_1-2\gamma_2)\big]k_z^2=\gamma_1k_z^2,
$$

and every off-diagonal element is $2\gamma_3k_z^2$. The combination $(1,1,1)/\sqrt3$, which is the orbital along $\mathbf n$, has coefficient $\gamma_1+4\gamma_3$; the perpendicular ones have $\gamma_1-2\gamma_3$. Both cases are therefore

$$
K=(\gamma_1-2\gamma)+6\gamma\,|n\rangle\langle n| ,
$$

where $|n\rangle$ is the orbital along the normal, with angular momentum zero about $\mathbf n$.

The heavy state is a perpendicular orbital $|{+1}\rangle$ with spin up. It contains no $|n\rangle$, so its coefficient stays $\gamma_1-2\gamma$. The two states with $\mathbf J\cdot\mathbf n=1/2$ are

$$
|\tfrac32\rangle=\sqrt{\tfrac23}\,|n\uparrow\rangle+\sqrt{\tfrac13}\,|{+1}\downarrow\rangle,\qquad
|\tfrac12\rangle=\sqrt{\tfrac13}\,|n\uparrow\rangle-\sqrt{\tfrac23}\,|{+1}\downarrow\rangle .
$$

Their diagonal elements of $K$ are $\gamma_1-2\gamma+6\gamma\cdot\tfrac23=\gamma_1+2\gamma$ and $\gamma_1-2\gamma+6\gamma\cdot\tfrac13=\gamma_1$. The coupling is $6\gamma\sqrt{2/9}=2\sqrt2\,\gamma$. The sine functions still solve the well problem, because one matrix multiplies $k_z^2$ and the added spin-orbit matrix is constant. For $j=1$ the light level is the lower eigenvalue of

$$
\begin{pmatrix}(\gamma_1+2\gamma)U & 2\sqrt2\,\gamma U\\ 2\sqrt2\,\gamma U&\gamma_1U+\Delta\end{pmatrix}.
$$

The mean of the diagonal elements is $(\gamma_1+\gamma)U+\Delta/2$ and half their difference is $\Delta/2-\gamma U$. Subtracting the heavy level $(\gamma_1-2\gamma)U$ from the lower root, and writing $x=\gamma U/\Delta$, gives

$$
\frac S\Delta=3x+\tfrac12-\sqrt{\big(\tfrac12-x\big)^2+8x^2}
=3x+\tfrac12-\sqrt{\tfrac14-x+9x^2}.
$$

**Wide well, $x\ll1$.** Expanding the root to second order gives $\tfrac12-x+8x^2$. Hence

$$
S\simeq4\gamma U\Big(1-\frac{2\gamma U}{\Delta}\Big).
$$

The four-band result returns, with a fractional loss $2\gamma U/\Delta$ that is larger for (111) because $\gamma_3>\gamma_2$.

**Narrow well, $x\gg1$.** The root tends to $3x-\tfrac16$, so $S\to\tfrac23\Delta=29$ meV for both orientations, and the ratio tends to 1. This is a limit of the equations; at such widths the walls and the quadratic bands would no longer be a fair description.

**In between.** The derivative of $S/\Delta$ with respect to $x$ is $3-(18x-1)/(2\sqrt{\tfrac14-x+9x^2})$. It is positive if $6\sqrt{\tfrac14-x+9x^2}>18x-1$. This is clear when the right side is negative; otherwise squaring gives $9-36x+324x^2>1-36x+324x^2$, which is true. So $S$ grows with $\gamma$ at fixed $U$, and the (111) splitting remains the larger at every width. The root is also the length of the vector $(\tfrac12-x,\ 2\sqrt2\,x)$, which traces a straight line that misses the origin, so it is a strictly convex function of $x$. Then $S$ is concave, it starts from zero, and $S/x$ falls as $x$ grows. The ratio therefore lies between 1 and $\gamma_3/\gamma_2$ at every finite width.

At 15 nm the splittings become 2.21 meV for (001) and 8.51 meV for (111), losses of 2.6% and 12% relative to the four-band values. The estimate $2\gamma U/\Delta$ gives 2.6% and 11%. The ratio is 3.9. It is 4.2 at 30 nm, 3.3 at 10 nm and 1.7 at 5 nm.

The level order changes as well. In the (111) well the second heavy level lies $3(1.393)U$ above the first. At 10 nm, where $U=1.671\,(15/10)^2=3.76$ meV, this is 15.7 meV, and $S$ is also 15.7 meV: the two levels meet. At 5 nm the heavy spacing is four times larger, 63 meV, while $S$ is 26 meV, so the first light level is then the second level.

### (e) A real film

A thickness of 15 nm is reasonable for a silicon-on-insulator film. In much thinner films the split-off band alone spoils the factor 4.3, as found in (d). The other omissions are sized below one at a time, in the four-band model at 15 nm, using rough material values.

*Finite barrier.* Let the oxide barrier be $V=4.5$ eV high with hole mass $m_b=0.5$ (in $m_0$) for both kinds of hole. The lowest state is a cosine about the film centre and decays outside as $e^{-\kappa|z|}$, with $\kappa\simeq\sqrt{2m_0m_bV}/\hbar=7.7$ nm⁻¹. Continuity of $f$ and of $f'$ divided by the mass gives

$$
c\,k\tan\frac{kL}2=\frac{\kappa}{m_b}.
$$

Put $kL/2=\pi/2-\epsilon$, so that $\tan(kL/2)\simeq1/\epsilon$ and $\epsilon\simeq\pi c\,m_b/(\kappa L)$. Then $k\simeq(\pi/L)[1-2cm_b/(\kappa L)]$, and $E\simeq cU[1-4cm_b/(\kappa L)]$. In the light-heavy difference, $c_{\rm light}^2-c_{\rm heavy}^2=8\gamma_1\gamma$, so

$$
S\simeq4\gamma U\Big(1-\frac{8m_b\gamma_1}{\kappa L}\Big).
$$

To this order the fractional loss, about 15% here, does not contain $\gamma$ and drops out of the ratio. Solving the matching condition numerically gives 1.96 and 8.36 meV, losses of about 14%, with the ratio still 4.27. The loss depends on the barrier mass, which is only a rough value: it is 11% for $m_b=0.3$, about 19% for $m_b=1$ and about 36% for $m_b=5$, while the ratio moves only from 4.27 to 4.34.

*Gate field.* A gate on one side that holds $p=10^{11}$ holes per cm² produces a surface field $ep/\varepsilon=0.015$ MV/cm (relative permittivity 11.7). If this field is kept uniform through the film, without screening by the holes, the potential drops by 23 meV. That exceeds the energy of every first level found in (c). Relative to the flat well the splittings rise by 11% and 17%, to 2.51 and 11.3 meV, and the ratio becomes 4.5. These shifts are overestimates, because the charge of the holes weakens the field away from the gate. With all holes in the first heavy level and the field made consistent with their charge, the splittings are about 2.3 and 10.0 meV, rises of only about 3%, and the ratio is 4.3. The surface field grows in proportion to $p$, so the flat well becomes a worse picture of a one-sided inversion layer as the density rises.

*In-plane motion.* For one spin-degenerate level the same density gives a Fermi wave vector $\sqrt{2\pi p}=0.079$ nm⁻¹. There, along [100] in the (001) film and $[1\bar10]$ in the (111) film, the spacing of the states descended from the first heavy and light levels is 1.94 and 9.96 meV, a ratio of 5.1. This number depends on direction. At the same wave vector along [110] the (001) spacing is 2.24 meV, while along $[11\bar2]$ the (111) spacing stays at 9.96 meV, so the ratio there is 4.4. The light state in the (111) film retains only 77% of its original character, so the labels themselves begin to blur.

*Strain.* If the strains along the normal and in the plane differ by $s=0.1$%, the band edge alone splits by $2|b|s=4.4$ meV for (001) and $2|d|s/\sqrt3=5.8$ meV for (111), with rough deformation potentials $|b|=2.2$ eV and $|d|=5$ eV. The (001) figure is about twice the confinement splitting. Depending on its sign, such a strain adds to $S$ or works against it, and the ratio $\gamma_3/\gamma_2$ is lost.

*Broadening and temperature.* A mobility of 1000 cm²/Vs, taken here as an example for a cooled film, corresponds with a mass of $0.3\,m_0$ to $\hbar/\tau=3.9$ meV, where $\tau$ is the transport time. The level width is set by the lifetime of a state, which can be shorter than $\tau$, so this is only a rough guide. A width of 3.9 meV would blur the 2.3 meV splitting of the (001) film. The mass $0.3\,m_0$ is that of its first heavy level near zero wave vector and along [100]. Along [110] at the Fermi wave vector the velocity mass is about $0.48\,m_0$, which would give 2.4 meV, still comparable with the splitting. In the (111) film the first heavy level has a smaller in-plane mass, about $0.19\,m_0$ up to the Fermi wave vector above, so the same mobility gives about 6 meV. That is still smaller than the 9.7 meV splitting, but the second heavy level lies only 2.7 meV below the first light level (1.5 meV once the split-off band is included), so these two would blur together. The thermal energy is 0.36 meV at 4.2 K, below both splittings, and 26 meV at 300 K, above both. At room temperature several levels are therefore occupied in either film.

The factor 4.3 thus describes the ratio of heavy-light splittings at zero in-plane wave vector in wide, flat, unstrained wells of equal width, with $2\gamma_3U\ll\Delta$. The main numerical values are collected in the output below.

## Values computed for the example and the checks

```
gamma1, gamma2, gamma3 = 4.285, 0.339, 1.446
split-off energy Delta = 44 meV; width L = 15 nm
hbar^2/2m0 = 38.100 meV nm^2; box unit U = 1.6712 meV
(001) coefficients heavy, light: 3.607, 4.963
(001) formula heavy1, heavy2, light1: 6.028, 24.113, 8.294 meV
(001) grid    heavy1, heavy2, light1: 6.028, 24.109, 8.294 meV
(001) splitting S: formula 2.266, grid 2.266 meV
(001) first light level is level number 2
(001) gap of two lowest levels: 2.266 meV
(111) coefficients heavy, light: 1.393, 7.177
(111) formula heavy1, heavy2, light1: 2.328, 9.312, 11.995 meV
(111) grid    heavy1, heavy2, light1: 2.328, 9.311, 11.994 meV
(111) splitting S: formula 9.666, grid 9.666 meV
(111) first light level is level number 3
(111) gap of two lowest levels: 6.983 meV
ratio S(111)/S(001): grid 4.2655, gamma3/gamma2 4.2655
ratio of lowest gaps: 3.081
order test 3*gamma1 = 12.855; 10*gamma2 = 3.39; 10*gamma3 = 14.46
ratio if gamma2 is 0.05 lower / higher: 5.00 / 3.72
With split-off band: width nm, S(001) meV, S(111) meV, ratio
     5   15.079   25.731  1.706
    10    4.788   15.710  3.281
    15    2.206    8.508  3.856
    20    1.256    5.082  4.046
    30    0.563    2.348  4.172
(001) loss of S at L: 2.6 %, estimate 2*gamma*U/Delta 2.6 %
(111) loss of S at L: 12.0 %, estimate 2*gamma*U/Delta 11.0 %
narrow-well limit 2*Delta/3 = 29.3 meV
oxide barrier 4.5 eV, barrier mass 0.5 m0
  S(001), S(111), ratio: 1.956, 8.359 meV, 4.273
density 1e+11 cm^-2; relative permittivity 11.7
one-sided gate field 0.0155 MV/cm; drop over well 23.2 meV
  S(001), S(111), ratio: 2.514, 11.345 meV, 4.512
Fermi wave vector (one spin-degenerate level) 0.0793 1/nm
  spacing there (001), (111): 1.939, 9.960 meV
  weight of original light1 (001), (111): 0.97, 0.77
strain potentials |b|, |d|: 2.2, 5.0 eV
strain difference (normal - in-plane) 0.1 %: splitting (001) 4.40, (111) 5.77 meV
mobility 1000 cm2/Vs, mass 0.3 m0: hbar/tau = 3.86 meV
kT at 4.2 K: 0.362 meV; at 300 K: 25.85 meV
```
